# Lippmann Relation and Electrocapillary Maximum from Gibbs Adsorption: test program

```python
"""
Result under test: the electrocapillary (Lippmann) equation
    d(gamma) = -sigma dE - Gamma_salt d(mu_salt)      (fixed T, p)
gamma: interfacial tension; sigma: charge per area on the metal;
E: electrode potential against a reference reversible to the anion;
Gamma_salt: salt excess (counted by the cation, relative to solvent);
mu_salt: chemical potential of the salt.
Consequence: gamma(E) is concave and its maximum lies at sigma = 0.

Three roads: symbolic elimination for general valences; an exactly summed
lattice Coulomb gas; a finite-ion-size double layer with a compact layer.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_bvp
from scipy.optimize import brentq, minimize_scalar

# ---------- 1. symbolic elimination from Gibbs adsorption (e = 1) ----------
G_ion, G_cat, G_an, G_w = sp.symbols("G_ion G_cat G_an G_w")
z_m, z_c, z_a, nu_c, n_s, n_w = sp.symbols("z_m z_c z_a nu_c n_s n_w", nonzero=True)
d_E, d_salt, d_an = sp.symbols("d_E d_salt d_an")
nu_a = -nu_c * z_c / z_a                        # neutral salt
charge = -(z_c * G_cat + z_a * G_an)            # metal balances solution
G_el = z_m * G_ion - charge                     # electron excess in the metal
d_el = -d_E - d_an / z_a                        # anion-reversible reference
d_ion = -z_m * d_el                             # pure metal, fixed T and p
d_cat = (d_salt - nu_a * d_an) / nu_c
d_w = -n_s * d_salt / n_w                       # Gibbs-Duhem in the solution
gibbs_sum = (G_ion * d_ion + G_el * d_el + G_cat * d_cat + G_an * d_an + G_w * d_w)
reduced = charge * d_E + (G_cat / nu_c - n_s * G_w / n_w) * d_salt
assert sp.simplify(gibbs_sum - reduced) == 0

# ---------- 2. exactly summed lattice Coulomb gas (units kT and e) ----------
# A state is the integer charge enclosed up to a link: electrode plus ions.
# Each link costs field energy LINK*n^2; each site is empty or holds one ion.
SITES, LINK, N_MAX = 80, 0.5, 10
n_enc = np.arange(-N_MAX, N_MAX + 1)
link_weight = np.exp(-LINK * n_enc**2)


def lattice(mu_e, mu_c, mu_a, adsorb):
    """Tension from the partition function; charge and excesses by counting."""
    size = len(n_enc)
    empty = np.diag(link_weight)
    cation = np.exp(mu_c) * np.eye(size, k=1) * link_weight
    anion = np.exp(mu_a) * np.eye(size, k=-1) * link_weight
    step = empty + cation + anion
    lam = np.max(np.linalg.eigvals(step).real)
    first = empty + cation + np.exp(adsorb) * anion
    fwd = [np.exp(-mu_e * n_enc) * link_weight]
    for i in range(SITES):
        fwd.append(fwd[-1] @ (first if i == 0 else step) / lam)
    bwd = [None] * (SITES + 1)
    bwd[SITES] = (n_enc == 0).astype(float)     # neutral far wall
    for i in range(SITES - 1, -1, -1):
        bwd[i] = (first if i == 0 else step) @ bwd[i + 1] / lam
    total = fwd[0] @ bwd[0]
    two_walls = np.linalg.matrix_power(step / lam, SITES)[N_MAX, N_MAX]
    tension = -np.log(total) + 0.5 * np.log(two_walls)
    rho_c = np.array([fwd[i] @ cation @ bwd[i + 1] for i in range(SITES)]) / (lam * total)
    rho_a = np.array([fwd[i] @ anion @ bwd[i + 1] for i in range(SITES)]) / (lam * total)
    rho_a[0] *= np.exp(adsorb)
    half = SITES // 2
    prob = fwd[0] * bwd[0] / total
    mean = prob @ n_enc
    ion_charge = cation - anion
    neighbour = fwd[half] @ ion_charge @ ion_charge @ bwd[half + 2] / (lam**2 * total)
    return dict(tension=tension,
                charge=-np.sum((rho_c - rho_a)[:half]),
                exc_c=np.sum(rho_c[:half] - rho_c[half]),
                exc_a=np.sum(rho_a[:half] - rho_a[half]),
                variance=prob @ (n_enc - mean)**2,
                neighbour=neighbour, density=rho_c[half])


MU_C, MU_A, ADS = -1.0, -1.0, 1.5
E_TEST = 0.2                                    # against the anion reference
mu_e0 = MU_A - E_TEST
ref = lattice(mu_e0, MU_C, MU_A, ADS)


def central(shift_e, shift_c, shift_a, h=1e-3):
    up = lattice(mu_e0 + h * shift_e, MU_C + h * shift_c, MU_A + h * shift_a, ADS)
    dn = lattice(mu_e0 - h * shift_e, MU_C - h * shift_c, MU_A - h * shift_a, ADS)
    return (up["tension"] - dn["tension"]) / (2 * h)


slope_E = central(-1.0, 0.0, 0.0)               # raise E only
slope_salt_an = central(0.7, 0.3, 0.7)          # raise mu_salt, anion reference
slope_salt_cat = central(-0.3, 0.3, 0.7)        # raise mu_salt, cation reference
assert abs(slope_E + ref["charge"]) < 1e-5
assert abs(slope_salt_an + ref["exc_c"]) < 1e-5
assert abs(slope_salt_cat + ref["exc_a"]) < 1e-5
assert abs(ref["exc_c"] - ref["exc_a"]) > 1e-2  # so the two cases differ

# a uniform shift of the electric potential must not change the tension
moved = lattice(mu_e0 - 0.4, MU_C + 0.4, MU_A - 0.4, ADS)
assert abs(moved["tension"] - ref["tension"]) < 1e-9

# curvature of the tension against the charge fluctuation
hh = 1e-2
curv = (lattice(mu_e0 + hh, MU_C, MU_A, ADS)["tension"] - 2 * ref["tension"]
        + lattice(mu_e0 - hh, MU_C, MU_A, ADS)["tension"]) / hh**2
assert abs(curv + ref["variance"]) < 1e-4 and ref["variance"] > 0


def peak_and_zero(adsorb):
    peak = minimize_scalar(lambda E: -lattice(MU_A - E, MU_C, MU_A, adsorb)["tension"],
                           bounds=(-4, 2), method="bounded", options={"xatol": 1e-9}).x
    zero = brentq(lambda E: lattice(MU_A - E, MU_C, MU_A, adsorb)["charge"], -4, 2)
    return peak, zero


peak_ads, zero_ads = peak_and_zero(ADS)
peak_bare, zero_bare = peak_and_zero(0.0)
assert abs(peak_ads - zero_ads) < 1e-5 and abs(peak_bare - zero_bare) < 1e-5
assert peak_ads < peak_bare - 1e-2              # anion adsorption moves it down

# ---------- 3. mercury-like example with finite ion size (SI inside) ----------
T = 298.15
kT, e = const.k * T, const.e
V_T = kT / e
EPS_R, CONC, SPACING = 78.0, 0.1, 0.6e-9        # -, mol/L, m
K_COMPACT, GAMMA_MAX = 0.20, 0.430              # F/m^2, N/m
eps_w = EPS_R * const.epsilon_0
n_b = CONC * 1e3 * const.N_A
nu = 2 * SPACING**3 * n_b                       # bulk filling of the lattice


def debye(eps):
    return np.sqrt(eps * kT / (2 * n_b * e**2))


def sigma_diffuse(psi, eps=eps_w):
    """Closed charge law of the diffuse layer with potential drop psi."""
    y = psi / V_T
    root = np.sqrt(2 / nu * np.log1p(2 * nu * np.sinh(y / 2)**2))
    return np.sign(y) * eps / debye(eps) * V_T * root


def lippmann(E, K=K_COMPACT, eps=eps_w):
    """Diffuse drop, metal charge, and integral of charge over potential."""
    psi = brentq(lambda p: p + sigma_diffuse(p, eps) / K - E, -1.0, 1.0, xtol=1e-15)
    s = sigma_diffuse(psi, eps)
    area = quad(lambda p: sigma_diffuse(p, eps), 0, psi, epsabs=1e-14, epsrel=1e-11)[0]
    return psi, s, s**2 / (2 * K) + area


def functional(E):
    """Solve the profile; return counted charge and excess grand potential."""
    lam, length = debye(eps_w), 25.0
    ratio = eps_w / lam / K_COMPACT

    def rhs(x, y):
        return np.vstack([y[1], np.sinh(y[0]) / (1 + 2 * nu * np.sinh(y[0] / 2)**2)])

    def ends(ya, yb):
        return np.array([ya[0] - ratio * ya[1] - E / V_T, yb[0]])

    mesh = length * np.linspace(0, 1, 400)**2
    start = lippmann(E)[0] / V_T * np.exp(-mesh)
    sol = solve_bvp(rhs, ends, mesh, np.vstack([start, -start]), tol=1e-8, max_nodes=50000)
    assert sol.success
    x = np.linspace(0, length, 20001)
    y, dy = sol.sol(x)
    denom = 1 + nu * (np.cosh(y) - 1)
    c_p, c_m = nu / 2 * np.exp(-y) / denom, nu / 2 * np.exp(y) / denom
    c_0 = 1 - c_p - c_m
    s = -simpson((c_p - c_m) * e / SPACING**3, x=x * lam)
    mu = np.log(nu / 2 / (1 - nu))
    local = (c_p * np.log(c_p) + c_m * np.log(c_m) + c_0 * np.log(c_0)
             - mu * (c_p + c_m) - np.log(1 - nu)) * kT / SPACING**3
    field = eps_w / 2 * (V_T / lam * dy)**2
    omega = simpson(local + field, x=x * lam) + s**2 / (2 * K_COMPACT) - E * s
    return s, omega


worst_gamma = worst_charge = 0.0
for E in (-0.6, -0.2, 0.3):
    s_count, omega = functional(E)
    _, s_law, drop = lippmann(E)
    worst_gamma = max(worst_gamma, abs(omega / -drop - 1))
    worst_charge = max(worst_charge, abs(s_count / s_law - 1))
assert worst_gamma < 1e-5 and worst_charge < 1e-5
h_E = 0.005
slope = (functional(-0.4 + h_E)[1] - functional(-0.4 - h_E)[1]) / (2 * h_E)
counted = functional(-0.4)[0]
assert abs(slope / -counted - 1) < 1e-4


def capacitance(E, h=1e-4):
    return (lippmann(E + h)[1] - lippmann(E - h)[1]) / (2 * h)


C_D = eps_w / debye(eps_w)
C_zero = 1 / (1 / K_COMPACT + 1 / C_D)          # series rule at zero charge
assert abs(capacitance(0.0) / C_zero - 1) < 1e-4

# ---------- sizes of neglected effects at the most negative potential ----------
E_FAR = -0.6
psi_far, s_far, drop_far = lippmann(E_FAR)
drop_lowK, drop_highK = lippmann(E_FAR, K=0.16)[2], lippmann(E_FAR, K=0.30)[2]
drop_eps = lippmann(E_FAR, eps=eps_w / 2)[2]
drop_compact = K_COMPACT * E_FAR**2 / 2
bjerrum = e**2 / (4 * np.pi * eps_w * kT)
coupling = 2 * np.pi * bjerrum**2 * abs(s_far) / e
q_ads = -0.01                                   # C/m^2, halfway in compact layer
psi_ads = brentq(lambda p: sigma_diffuse(p) - q_ads, -0.5, 0.5)
pzc_shift = psi_ads + q_ads / (2 * K_COMPACT)
RADIUS, DENSITY, THICK = 20e-6, 13.5e3, 0.3e-9  # m, kg/m^3, m
LEAK, LIFE = 1e-3, 5.0                          # A/m^2, s


def height_cm(gamma):
    return 100 * 2 * gamma / (DENSITY * const.g * RADIUS)


print("LATTICE COULOMB GAS (units kT, e, one site)")
print(f"link energy {LINK}, anion adsorption {ADS}, mu_cat {MU_C}, mu_an {MU_A}")
print(f"bulk cation density per site: {ref['density']:.4f}")
print(f"neighbour charge correlation in bulk: {ref['neighbour']:.4f}")
print(f"test potential E: {E_TEST}")
print(f"-dgamma/dE: {-slope_E:.6f}   counted charge: {ref['charge']:.6f}")
print(f"-dgamma/dmu, anion ref.: {-slope_salt_an:.6f}   cation excess: {ref['exc_c']:.6f}")
print(f"-dgamma/dmu, cation ref.: {-slope_salt_cat:.6f}   anion excess: {ref['exc_a']:.6f}")
print(f"-curvature: {-curv:.5f}   charge variance: {ref['variance']:.5f}")
print(f"adsorbing: maximum at E = {peak_ads:.5f}, zero charge at {zero_ads:.5f}")
print(f"no adsorption: maximum at {peak_bare:.5f}, zero charge at {zero_bare:.5f}")
print("MERCURY-LIKE EXAMPLE (E measured from zero charge)")
print(f"T = {T} K, salt {CONC} mol/L, rel. permittivity {EPS_R:.0f}")
print(f"ion spacing {SPACING*1e9:.1f} nm, compact layer {K_COMPACT*100:.0f} uF/cm2")
print(f"maximum tension (input): {GAMMA_MAX*1e3:.0f} mN/m")
print(f"thermal voltage: {V_T*1e3:.2f} mV   lattice filling nu: {nu:.4f}")
print(f"Debye length: {debye(eps_w)*1e9:.3f} nm   C_D: {C_D*100:.1f} uF/cm2")
print(f"capacitance at zero charge: {C_zero*100:.2f} uF/cm2")
print("E (V) | psi (mV) | sigma (uC/cm2) | C (uF/cm2) | gamma (mN/m)")
for E in (-0.6, -0.4, -0.2, 0.0, 0.2, 0.3):
    p, s, d = lippmann(E)
    print(f"{E:5.1f} | {p*1e3:7.1f} | {s*100:7.2f} | {capacitance(E)*100:6.2f} | {(GAMMA_MAX-d)*1e3:7.2f}")
print(f"functional vs Lippmann integral, worst rel. error: {worst_gamma:.1e}")
print(f"counted vs closed charge law, worst rel. error: {worst_charge:.1e}")
print(f"at -0.4 V: -slope {-slope*100:.4f}, counted {counted*100:.4f} uC/cm2")
print(f"tension drop at {E_FAR} V: {drop_far*1e3:.2f} mN/m")
print(f"parabola with zero-charge C: {C_zero*E_FAR**2/2*1e3:.2f} mN/m")
print(f"capillary radius {RADIUS*1e6:.0f} um, mercury density {DENSITY/1e3:.1f} g/cm3")
print(f"column height at maximum: {height_cm(GAMMA_MAX):.2f} cm")
print(f"column height at {E_FAR} V: {height_cm(GAMMA_MAX-drop_far):.2f} cm")
print(f"NEGLECTED EFFECTS at {E_FAR} V")
print(f"drop if compact layer is 16 uF/cm2: {drop_lowK*1e3:.2f} mN/m")
print(f"drop if compact layer is 30 uF/cm2: {drop_highK*1e3:.2f} mN/m")
print(f"drop if diffuse permittivity is halved: {drop_eps*1e3:.2f} mN/m")
print(f"drop with compact layer alone: {drop_compact*1e3:.2f} mN/m")
print(f"field at diffuse-layer edge: {abs(s_far)/eps_w/1e8:.2f} MV/cm")
print(f"field in {THICK*1e9:.1f} nm compact layer: {abs(s_far)/K_COMPACT/THICK/1e8:.1f} MV/cm")
print(f"Bjerrum length: {bjerrum*1e9:.3f} nm   ion coupling parameter: {coupling:.2f}")
print(f"zero-charge shift by {q_ads*100:.0f} uC/cm2 adsorbed: {pzc_shift*1e3:.1f} mV")
print(f"Debye length / capillary radius: {debye(eps_w)/RADIUS:.1e}")
print(f"leak {LEAK*100:.1f} uA/cm2 for {LIFE:.0f} s: {LEAK*LIFE*100:.2f} uC/cm2")
print("ALL CHECKS PASSED")
```

Output:

```
LATTICE COULOMB GAS (units kT, e, one site)
link energy 0.5, anion adsorption 1.5, mu_cat -1.0, mu_an -1.0
bulk cation density per site: 0.1476
neighbour charge correlation in bulk: -0.0738
test potential E: 0.2
-dgamma/dE: 0.840642   counted charge: 0.840642
-dgamma/dmu, anion ref.: -0.184357   cation excess: -0.184357
-dgamma/dmu, cation ref.: 0.656285   anion excess: 0.656285
-curvature: 0.44517   charge variance: 0.44517
adsorbing: maximum at E = -1.47078, zero charge at -1.47078
no adsorption: maximum at -1.00000, zero charge at -1.00000
MERCURY-LIKE EXAMPLE (E measured from zero charge)
T = 298.15 K, salt 0.1 mol/L, rel. permittivity 78
ion spacing 0.6 nm, compact layer 20 uF/cm2
maximum tension (input): 430 mN/m
thermal voltage: 25.69 mV   lattice filling nu: 0.0260
Debye length: 0.959 nm   C_D: 72.0 uF/cm2
capacitance at zero charge: 15.65 uF/cm2
E (V) | psi (mV) | sigma (uC/cm2) | C (uF/cm2) | gamma (mN/m)
 -0.6 |   -93.8 |  -10.12 |  17.92 |  400.40
 -0.4 |   -70.8 |   -6.58 |  17.41 |  417.09
 -0.2 |   -40.4 |   -3.19 |  16.45 |  426.84
  0.0 |     0.0 |    0.00 |  15.65 |  430.00
  0.2 |    40.4 |    3.19 |  16.45 |  426.84
  0.3 |    56.8 |    4.86 |  16.99 |  422.81
functional vs Lippmann integral, worst rel. error: 8.3e-12
counted vs closed charge law, worst rel. error: 2.9e-11
at -0.4 V: -slope -6.5850, counted -6.5849 uC/cm2
tension drop at -0.6 V: 29.60 mN/m
parabola with zero-charge C: 28.18 mN/m
capillary radius 20 um, mercury density 13.5 g/cm3
column height at maximum: 32.48 cm
column height at -0.6 V: 30.24 cm
NEGLECTED EFFECTS at -0.6 V
drop if compact layer is 16 uF/cm2: 24.36 mN/m
drop if compact layer is 30 uF/cm2: 41.81 mN/m
drop if diffuse permittivity is halved: 28.14 mN/m
drop with compact layer alone: 36.00 mN/m
field at diffuse-layer edge: 1.47 MV/cm
field in 0.3 nm compact layer: 16.9 MV/cm
Bjerrum length: 0.719 nm   ion coupling parameter: 2.05
zero-charge shift by -1 uC/cm2 adsorbed: -38.7 mV
Debye length / capillary radius: 4.8e-05
leak 0.1 uA/cm2 for 5 s: 0.50 uC/cm2
ALL CHECKS PASSED
```
